**Image-charge lowering at the centre of a metal–insulator–metal barrier**

A charge $q$ midway between perfect metal plates a distance $d$ apart, in a dielectric of absolute permittivity $\epsilon$, has the energy $-q^2\ln2/(4\pi\epsilon d)$ relative to unbounded dielectric. The program asserts that a paired image sum, a Chebyshev solution of the boundary-value problem and the work done in bringing in the plates all agree with this value; each prints $-0.693147$ in units of $q^2/(4\pi\epsilon d)$. It also asserts that the image potential vanishes on the plates, that the midpoint is the maximum of the image energy, and that a rearranged series gives a different value. For metals with a finite screening length, it compares the reflection formula with a direct matching of potential and displacement at both interfaces. For a 3 nm film with relative permittivity 3, the output gives a lowering of 0.111 eV, or 0.101 eV with a screening length of 0.05 nm. Further lines size the effects of ionic response, bias, tunnelling, temperature and thickness error, using rough typical inputs for an alumina tunnel diode.

## Program and output

```python
"""
Result under test: a charge q midway between two grounded perfect metal plates,
a distance d apart in a dielectric of absolute permittivity eps, has the energy
    U = -q^2 ln2 / (4 pi eps d)
relative to the same charge in unbounded dielectric.
Symbols: s = x/d is the position in the gap; k is the wavenumber along the plates.
Reduced energies are in units of q^2/(4 pi eps d), with lengths in units of d.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma, zeta

LN2 = np.log(2.0)


def image_sum_energy(s, terms=100000):
    """Half the potential of all images, grouped in neutral pairs."""
    n = np.arange(terms, 0, -1, dtype=float)
    return -0.5 * (1 / (2 * s) + np.sum(s**2 / (n * (n**2 - s**2))))


def closed_energy(s):
    return 0.25 * (2 * np.euler_gamma + digamma(s) + digamma(1 - s))


# --- The image potential vanishes on both plates, but not between them ---
def image_potential(rho, z, s, pairs=20000):
    n = np.arange(-pairs, pairs + 1, dtype=float)
    return np.sum(1 / np.hypot(rho, z - 2 * n - s)
                  - 1 / np.hypot(rho, z - 2 * n + s))


plate_residual = max(abs(image_potential(r, z, s))
                     for r in (0.2, 0.9) for z in (0.0, 1.0)
                     for s in (0.3, 0.5))
assert plate_residual < 1e-7
assert image_potential(0.2, 0.5, 0.5) > 1.0

# --- Boundary-value problem solved by Chebyshev collocation, no images ---
order = 48
j = np.arange(order + 1)
cheb = np.cos(np.pi * j / order)
weight = np.ones(order + 1)
weight[0] = weight[-1] = 2.0
weight *= (-1.0)**j
diff = cheb[:, None] - cheb[None, :]
D = np.outer(weight, 1 / weight) / (diff + np.eye(order + 1))
D -= np.diag(D.sum(axis=1))
second = 4 * (D @ D)
z_nodes = (1 + cheb) / 2
gx, gw = np.polynomial.legendre.leggauss(100)
k_nodes, k_weights = 40 * (gx + 1), 40 * gw


def boundary_value_energy(node):
    z0 = z_nodes[node]
    total = 0.0
    for k, wk in zip(k_nodes, k_weights):
        matrix = second - k**2 * np.eye(order + 1)
        rhs = np.zeros(order + 1)
        matrix[0] = 0.0
        matrix[0, 0] = 1.0
        rhs[0] = -np.exp(-k * (1 - z0))
        matrix[-1] = 0.0
        matrix[-1, -1] = 1.0
        rhs[-1] = -np.exp(-k * z0)
        total += wk * np.linalg.solve(matrix, rhs)[node]
    return 0.5 * total


mid_bvp = boundary_value_energy(24)
off_bvp = boundary_value_energy(16)
mid_sum = image_sum_energy(0.5)
assert abs(mid_bvp + LN2) < 1e-7
assert abs(mid_sum + LN2) < 1e-9
assert abs(off_bvp - closed_energy(z_nodes[16])) < 1e-7
for s_test in (0.1, 0.3, 0.5, 0.8):
    assert abs(image_sum_energy(s_test) - closed_energy(s_test)) < 1e-9
fermi_integral = quad(lambda t: 2 * np.exp(-t) / (1 + np.exp(-t)), 0, 60)[0]
assert abs(0.5 * fermi_integral + mid_bvp) < 1e-7

# --- A different order of summation gives a different, unphysical value ---
b = np.arange(200000, 0, -1, dtype=float)
rearranged = -np.sum(1 / (4 * b - 3) + 1 / (4 * b - 1) - 1 / (2 * b))
assert abs(rearranged + 1.5 * LN2) < 1e-5

# --- Plate force from induced charge: tests the factor one half ---
rho, rho_weight = 6 * (gx + 1), 6 * gw
a = np.arange(4001) + 0.5
sign = (-1.0)**np.arange(4001)
terms = sign * a / (a**2 + rho[:, None]**2)**1.5
surface = terms.sum(axis=1) - 0.5 * terms[:, -1]
plate_charge = -np.sum(rho_weight * rho * surface)
plate_force = np.sum(rho_weight * rho * surface**2)
assert abs(plate_charge + 0.5) < 1e-7
assert abs(plate_force - LN2) < 1e-7
# Force scales as 1/gap^2; symmetric approach of both plates from infinity.
work_energy = -quad(lambda gap: plate_force / gap**2, 1, np.inf)[0]
assert abs(work_energy - mid_sum) < 1e-7

# --- The midpoint is the maximum of the image energy ---
h = 1e-3
curvature = (image_sum_energy(0.5 + h) - 2 * mid_sum
             + image_sum_energy(0.5 - h)) / h**2
assert abs(curvature + 7 * zeta(3)) < 1e-3  # finite-difference error ~ h^2
s_grid = np.linspace(0.05, 0.95, 91)
u_grid = np.array([image_sum_energy(s, 5000) for s in s_grid])
assert abs(s_grid[np.argmax(u_grid)] - 0.5) < 1e-9
assert np.all(np.diff(u_grid, 2) < 0)

# --- Example inputs: rough typical values for an ALD alumina tunnel diode ---
d_nm = 3.0
eps_opt, eps_static = 3.0, 8.0
barrier_eV = 2.5
mass_ratio = 0.4
bias_V = 0.3
temperature_K = 300.0
screen_nm = 0.05
phonon_eV = 0.1
plasmon_eV = 15.0
breakdown_MV_cm = 8.0
cycle_nm = 0.1

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
scale = coulomb / (eps_opt * d_nm)
lowering = scale * LN2
lowering_static = coulomb * LN2 / (eps_static * d_nm)
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
lowering_hartree = LN2 / (eps_opt * d_nm / bohr_nm)
assert abs(lowering_hartree * hartree_eV - lowering) < 1e-7


# --- Thomas-Fermi screening in the metals ---
def reflection(k, length):
    decay = np.sqrt(k**2 + 1 / length**2)
    return (eps_opt * k - decay) / (eps_opt * k + decay)


def screened_integrand(k, length):
    r = reflection(k, length) * np.exp(-k * d_nm)
    return r / (1 - r)


def matched_integrand(k, length):
    """Match potential and displacement at both interfaces directly."""
    decay = np.sqrt(k**2 + 1 / length**2)
    g, f = np.exp(-k * d_nm / 2), np.exp(-k * d_nm)
    matrix = np.array([[1, f, -1, 0],
                       [-eps_opt * k, eps_opt * k * f, -decay, 0],
                       [f, 1, 0, -1],
                       [-eps_opt * k * f, eps_opt * k, 0, decay]])
    rhs = np.array([-g, -eps_opt * k * g, -g, eps_opt * k * g])
    left, right = np.linalg.solve(matrix, rhs)[:2]
    return 0.5 * (left + right) * g


for k_test in (0.05, 0.4, 1.5, 4.0):
    assert abs(screened_integrand(k_test, screen_nm)
               - matched_integrand(k_test, screen_nm)) < 1e-10


def screened_lowering(length):
    value = quad(screened_integrand, 0, 60 / d_nm, args=(length,),
                 epsabs=1e-11, limit=200)[0]
    return -coulomb / eps_opt * value


lowering_screened = screened_lowering(screen_nm)
gap_effective = d_nm + 2 * eps_opt * screen_nm
lowering_gap = coulomb * LN2 / (eps_opt * gap_effective)
assert abs(screened_lowering(1e-6) / lowering - 1) < 1e-4
assert abs(lowering_gap / lowering_screened - 1) < 0.01


# --- Bias, tunnelling, time scales and thickness error ---
def barrier(s, bias=0.0):
    return barrier_eV - bias * s + scale * closed_energy(s)


top = minimize_scalar(lambda s: -barrier(s, bias_V), bounds=(0.02, 0.8),
                      method='bounded', options={'xatol': 1e-10})
top_s, top_eV = top.x, -top.fun
middle_biased = barrier(0.5, bias_V)
assert top_s < 0.5 and top_eV > middle_biased
field_MV_cm = bias_V / (d_nm * 1e-7) / 1e6

mass = mass_ratio * const.m_e
turn_s = brentq(barrier, 1e-4, 0.5)
wave_factor = np.sqrt(2 * mass * const.e) / const.hbar * 1e-9
exponent_bare = 2 * wave_factor * d_nm * np.sqrt(barrier_eV)
exponent_image = 2 * wave_factor * d_nm * 2 * quad(
    lambda s: np.sqrt(max(barrier(s), 0.0)), turn_s, 0.5, limit=200)[0]
exponent_flat = 2 * wave_factor * d_nm * np.sqrt(barrier_eV - lowering)
assert exponent_image < exponent_flat < exponent_bare
thermal_eV = const.k * temperature_K / const.e
thermal_exponent = (barrier_eV - lowering) / thermal_eV

traversal_s = d_nm * 1e-9 * np.sqrt(mass / (2 * barrier_eV * const.e))
phonon_phase = phonon_eV * const.e / const.hbar * traversal_s
interface_eV = plasmon_eV / np.sqrt(1 + eps_opt)
plasmon_phase = interface_eV * const.e / const.hbar * traversal_s
thickness_change = lowering - coulomb * LN2 / (eps_opt * (d_nm + cycle_nm))

print("REDUCED ENERGIES, unit q^2/(4 pi eps d)")
print(f"ln2: {LN2:.6f}")
print(f"midpoint, paired image sum: {mid_sum:.6f}")
print(f"midpoint, boundary-value solution: {mid_bvp:.6f}")
print(f"midpoint, work of moving plates: {work_energy:.6f}")
print(f"s=0.75, boundary-value solution: {off_bvp:.6f}")
print(f"rearranged series (unphysical): {rearranged:.6f}")
print(f"curvature d2U/ds2 at midpoint: {curvature:.4f}")
print(f"charge on each plate: {plate_charge:.6f} q")
print(f"force on each plate: {plate_force:.6f} q^2/(4 pi eps d^2)")
print("INPUTS (rough typical values)")
print(f"thickness: {d_nm:.1f} nm")
print(f"relative permittivity, optical: {eps_opt:.1f}")
print(f"relative permittivity, static: {eps_static:.1f}")
print(f"bare barrier: {barrier_eV:.2f} eV")
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"bias: {bias_V:.2f} V")
print(f"temperature: {temperature_K:.0f} K")
print(f"metal screening length: {screen_nm:.2f} nm")
print(f"phonon energy: {phonon_eV:.2f} eV")
print(f"metal plasmon energy: {plasmon_eV:.1f} eV")
print(f"breakdown field: {breakdown_MV_cm:.1f} MV/cm")
print(f"growth per deposition cycle: {cycle_nm:.2f} nm")
print("MAIN RESULT")
print(f"q^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"energy unit q^2/(4 pi eps d): {scale:.4f} eV")
print(f"barrier lowering: {lowering:.4f} eV")
print(f"barrier lowering: {lowering_hartree:.6f} hartree")
print(f"barrier top at zero bias: {barrier(0.5):.4f} eV")
print(f"nearest image in each plate only: {scale:.4f} eV")
print("NEGLECTED EFFECTS")
print(f"lowering with static permittivity: {lowering_static:.4f} eV")
print(f"lowering with screened metals: {lowering_screened:.4f} eV")
print(f"effective gap: {gap_effective:.2f} nm")
print(f"lowering from effective gap: {lowering_gap:.4f} eV")
print(f"lowering lost by one extra cycle: {thickness_change:.4f} eV")
print(f"mean field: {field_MV_cm:.2f} MV/cm")
print(f"field / breakdown field: {field_MV_cm/breakdown_MV_cm:.3f}")
print(f"biased barrier at midpoint: {middle_biased:.4f} eV")
print(f"biased barrier top: {top_eV:.4f} eV")
print(f"position of biased top: {top_s*d_nm:.3f} nm")
print(f"barrier meets Fermi level at: {turn_s*d_nm:.4f} nm")
print(f"WKB exponent, bare barrier: {exponent_bare:.2f}")
print(f"WKB exponent, flat lowering: {exponent_flat:.2f}")
print(f"WKB exponent, full image barrier: {exponent_image:.2f}")
print(f"tunnelling gain: {np.exp(exponent_bare-exponent_image):.2f} times")
print(f"thermal energy: {thermal_eV:.5f} eV")
print(f"thermal activation exponent: {thermal_exponent:.1f}")
print(f"traversal time: {traversal_s*1e15:.2f} fs")
print(f"phonon frequency x traversal time: {phonon_phase:.3f} rad")
print(f"interface plasmon energy: {interface_eV:.2f} eV")
print(f"plasmon frequency x traversal time: {plasmon_phase:.1f} rad")
print("no test failed")
```

Printed output:

```
REDUCED ENERGIES, unit q^2/(4 pi eps d)
ln2: 0.693147
midpoint, paired image sum: -0.693147
midpoint, boundary-value solution: -0.693147
midpoint, work of moving plates: -0.693147
s=0.75, boundary-value solution: -1.039721
rearranged series (unphysical): -1.039720
curvature d2U/ds2 at midpoint: -8.4144
charge on each plate: -0.500000 q
force on each plate: 0.693147 q^2/(4 pi eps d^2)
INPUTS (rough typical values)
thickness: 3.0 nm
relative permittivity, optical: 3.0
relative permittivity, static: 8.0
bare barrier: 2.50 eV
effective mass: 0.40 electron masses
bias: 0.30 V
temperature: 300 K
metal screening length: 0.05 nm
phonon energy: 0.10 eV
metal plasmon energy: 15.0 eV
breakdown field: 8.0 MV/cm
growth per deposition cycle: 0.10 nm
MAIN RESULT
q^2/(4 pi eps0): 1.43996 eV nm
energy unit q^2/(4 pi eps d): 0.1600 eV
barrier lowering: 0.1109 eV
barrier lowering: 0.004076 hartree
barrier top at zero bias: 2.3891 eV
nearest image in each plate only: 0.1600 eV
NEGLECTED EFFECTS
lowering with static permittivity: 0.0416 eV
lowering with screened metals: 0.1008 eV
effective gap: 3.30 nm
lowering from effective gap: 0.1008 eV
lowering lost by one extra cycle: 0.0036 eV
mean field: 1.00 MV/cm
field / breakdown field: 0.125
biased barrier at midpoint: 2.2391 eV
biased barrier top: 2.2682 eV
position of biased top: 0.978 nm
barrier meets Fermi level at: 0.0480 nm
WKB exponent, bare barrier: 30.74
WKB exponent, flat lowering: 30.05
WKB exponent, full image barrier: 27.82
tunnelling gain: 18.56 times
thermal energy: 0.02585 eV
thermal activation exponent: 92.4
traversal time: 2.02 fs
phonon frequency x traversal time: 0.307 rad
interface plasmon energy: 7.50 eV
plasmon frequency x traversal time: 23.1 rad
no test failed
```
